# A Temperature Plateau Does Not Prove Ideal Atomic Layer Deposition

## Definitions and conventions

One cycle of atomic layer deposition (ALD) consists of a precursor pulse of length $t_p$, a purge of length $t_u$, and a co-reactant step. The growth per cycle (GPC) is the film thickness added by one cycle. Let $g_0$ be the thickness produced by one full layer of adsorbed precursor, and let $G=\mathrm{GPC}/g_0$.

Deposition is called ideal here if the adsorbed precursor stays intact until the co-reactant arrives, and if lengthening a sufficiently long pulse or purge leaves the GPC unchanged. The second property is self-limitation.

The fraction of sites occupied by intact precursor is the coverage $\theta$. Three rates per site, each in s$^{-1}$, govern it:

- $a$: adsorption on an empty site during the pulse;
- $d$: desorption of an adsorbed molecule;
- $c$: thermal decomposition of an adsorbed molecule.

Write $r=d+c$ for the total rate at which adsorbate disappears, and $q=r t_u$ for that rate measured against the purge. Desorption and decomposition follow the Arrhenius law, $d=\nu_d e^{-E_d/kT}$ and $c=\nu_c e^{-E_c/kT}$.

The model assumes identical, independent sites and a purge free of precursor. A decomposing molecule deposits the same film unit as the intended reaction and frees its site. The co-reactant converts all remaining adsorbate and restores every site, so each pulse starts from $\theta=0$.

## The belief and its appeal

The belief is this: if the GPC is constant over a range of temperature, growth in that range is ideal ALD.

It has a sound core. Ideal growth with a fixed site density gives $G=1$ at every temperature, because a full layer contains the same number of molecules however quickly it formed. Thermally activated faults, by contrast, change steeply with temperature. Desorption alone lowers the GPC on heating, and decomposition alone raises it as long as adsorption keeps up. A flat curve therefore seems to exclude both.

While adsorption refills the sites quickly, it does exclude a large loss by desorption alone and a large gain by decomposition alone. If decomposition outruns adsorption, growth is limited by the supply of precursor and can be nearly flat again, at about $at_p$ layers per cycle. That is continuous chemical vapour deposition during the pulse, not ALD. Decomposition during the purge is a separate case: in this model it leaves the thickness unchanged, so with a short pulse and a long purge it can consume much of the adsorbate without bending the curve. Nor does a flat curve exclude a loss and a gain that are both large, since they have opposite signs. Whether they can cancel over a useful range is a quantitative question.

## Growth in one cycle

During the pulse, empty sites fill and occupied sites empty:

$$\frac{d\theta}{dt}=a(1-\theta)-r\theta=a-\lambda\theta,\qquad \lambda=a+r .$$

With $\theta(0)=0$ the solution is

$$\theta(t)=\theta_s\left(1-e^{-\lambda t}\right),\qquad \theta_s=\frac a\lambda .$$

Let $\theta_p=\theta(t_p)$. Decomposition deposits film at the rate $c\theta$, which over the pulse gives

$$G_1=c\int_0^{t_p}\theta\,dt=c\theta_s\left[t_p-\frac{1-e^{-\lambda t_p}}{\lambda}\right].$$

In the purge there is no adsorption, so $\theta=\theta_p e^{-rt}$. Decomposition then deposits

$$G_2=c\theta_p\int_0^{t_u}e^{-rt}dt=\frac cr\,\theta_p\left(1-e^{-q}\right),$$

and the intact adsorbate left for the co-reactant gives $G_3=\theta_p e^{-q}$. To add the last two, use $c/r=1-d/r$:

$$G_2+G_3=\theta_p\left[\left(1-\frac dr\right)(1-e^{-q})+e^{-q}\right]
=\theta_p\left[1-\frac dr(1-e^{-q})\right].$$

Only the desorbed part is lost to the film. A molecule that decomposes in the purge still contributes thickness, though not by the intended reaction. The total is $G=G_1+G_2+G_3$.

Now let adsorption be fast: $a\gg r$, $a\gg c$ and $at_p\gg1$. Then $\theta_s$ and $\theta_p$ tend to one, the term $c/\lambda$ in $G_1$ vanishes, and

$$G=1+c\,t_p-\frac dr\left(1-e^{-r t_u}\right). \tag{1}$$

The two corrections differ in kind. The gain $ct_p$ has no ceiling, because each site freed by decomposition is refilled at once while the pulse lasts. The loss cannot exceed $d/r$, because the purge can remove only the adsorbate already present.

## Constructing the false plateau

Take first $E_d=E_c=E$. The branching fraction $\beta=d/r=\nu_d/(\nu_d+\nu_c)$ is then constant, and temperature enters through $q$ alone. Since $c=(1-\beta)r=(1-\beta)q/t_u$, equation (1) becomes

$$G=1+(1-\beta)\frac{t_p}{t_u}\,q-\beta(1-e^{-q}).$$

Its derivatives are

$$\frac{dG}{dq}=(1-\beta)\frac{t_p}{t_u}-\beta e^{-q},\qquad \frac{d^2G}{dq^2}=\beta e^{-q}>0 .$$

The second is positive, so there is at most one stationary point, and it is a minimum. Setting the first to zero gives

$$e^{-q_0}=\frac{(1-\beta)t_p}{\beta t_u}=\frac{c\,t_p}{d\,t_u},\qquad q_0=\ln\frac{d\,t_u}{c\,t_p}. \tag{2}$$

A physical solution needs $q_0>0$, hence $d\,t_u>c\,t_p$. If this fails, $dG/dq$ is positive for every $q>0$ and growth rises on heating. If it holds, $q=\nu t_u e^{-E/kT}$, with $\nu=\nu_d+\nu_c$, places the minimum at

$$T_0=\frac{E}{k\ln(\nu t_u/q_0)}.$$

To find how flat the curve is, replace $(1-\beta)t_p/t_u$ by $\beta e^{-q_0}$, which is equation (2):

$$G=1-\beta\left[1-e^{-q}-q e^{-q_0}\right],\qquad
1-G(q_0)=\beta\left[1-(1+q_0)e^{-q_0}\right].$$

For small $q_0$, expanding $e^{-q_0}=1-q_0+q_0^2/2-\dots$ gives $(1+q_0)e^{-q_0}=1-q_0^2/2+\dots$. The dip is therefore $\beta q_0^2/2$ to leading order, whereas the purge loss at the same point is $\beta q_0$. The cancellation removes the first-order part of the fault. In the opposite limit, $q_0\gg1$, the dip approaches $\beta$, and the curve stays near one full layer only if $\beta$ itself is small. Otherwise it falls on heating and can level off near $1-\beta$ before it rises again.

Above $T_0$ the growth climbs back to $G=1$ where $q e^{-q_0}=1-e^{-q}$. With $m=e^{q_0}$ this reads $q-m=-me^{-q}$. Multiplying both sides by $e^{q-m}$ gives

$$(q-m)e^{q-m}=-me^{-m}.$$

The equation $We^W=-me^{-m}$ has two real solutions for $m>1$. One is $W=-m$, which is the trivial point $q=0$. The other is the principal branch $W_0$ of the Lambert function, so

$$q_+=m+W_0\!\left(-me^{-m}\right).$$

At $q_+$ the thickness is that of ideal growth, yet only the fraction $e^{-q_+}$ of the adsorbate has survived the purge. Beyond it the linear gain wins, and growth keeps rising as long as equation (1) holds, that is, until decomposition is so fast that adsorption can no longer refill the sites at once.

## A number

Consider rough values in the regime of hafnium oxide grown from tetrakis(ethylmethylamido)hafnium and water: $g_0=0.10$ nm, a precursor pressure of 0.1 Torr, and a sticking probability $s=0.001$. An oxide density of 9.7 g/cm$^3$ then corresponds to $N=2.78\times10^{14}$ film units per cm$^2$ in a full layer. The adsorption rate follows from the collision flux of a gas of molecular mass $M$ at pressure $p$,

$$a=\frac{s\,p}{N\sqrt{2\pi MkT}},$$

and equals 26 s$^{-1}$ at 570 K. The remaining parameters are $E=1.55$ eV, $\nu_d=3\times10^{12}$ s$^{-1}$, $\nu_c=7\times10^{12}$ s$^{-1}$, $t_p=1.3$ s and $t_u=5$ s.

Then $\beta=3/10=0.30$, and equation (2) gives

$$q_0=\ln\frac{3\times5}{7\times1.3}=0.50,\qquad
T_0=\frac{1.55\ \mathrm{eV}}{k\ln(5\times10^{13}/0.50)}=558\ \mathrm K .$$

Since $e^{-q_0}=0.607$, the dip is $0.30\,(1-1.50\times0.607)=0.027$, or 2.7 % of a full layer. Growth returns to one layer at $q_+=1.10$, which is 572 K. There desorption removes $0.30\,(1-0.333)=0.20$ of a layer and decomposition in the pulse adds the same amount. Only 33 % of the adsorbate remains intact. These are fast-adsorption values. With the finite $a$ above, the minimum lies at 560 K and the return to one layer at 575 K.

The table uses the full expression with finite $a$. Its last two columns set $c=0$ or $d=0$ and hold everything else fixed. All entries are in nm per cycle.

| $T$ (K) | total | intact | $c=0$ | $d=0$ |
|---|---|---|---|---|
| 480 | 0.1000 | 0.0997 | 0.0999 | 0.1000 |
| 520 | 0.0994 | 0.0953 | 0.0986 | 0.1008 |
| 540 | 0.0982 | 0.0842 | 0.0950 | 0.1029 |
| 560 | 0.0966 | 0.0568 | 0.0844 | 0.1096 |
| 570 | 0.0979 | 0.0370 | 0.0742 | 0.1168 |

From 480 to 570 K the total GPC spans 3.4 % of its mean. A measurement with an uncertainty of a few per cent would record a plateau. The lower part of this range is flat simply because both rates are still small. Starting from 480 K, the spread stays within about 3.4 % up to 534 K with $c=0$, up to 543 K with $d=0$, and up to 574 K with both channels, so the cancellation extends the plateau by some 30–40 K. Over the same range the intended reaction falls from nearly all of the film to $0.0370/0.0979=38$ %. Without decomposition the GPC would fall by 26 %; without desorption it would rise by 17 %. These two changes need not sum to the actual one, because the channels compete for the same adsorbate.

The 3.4 % exceeds the 2.7 % dip because adsorption is not infinitely fast. With the pulse transient over, the full result is

$$G=\theta_s\left[1-\frac dr(1-e^{-q})+ct_p-\frac c\lambda\right].$$

To first order in $1/a$, $\theta_s=1-r/a$ and $c/\lambda=c/a$, so finite adsorption multiplies the value from equation (1) by $1-r/a$ and subtracts $c/a$. At 570 K, $d=0.059$ and $c=0.138$ s$^{-1}$. Equation (1) gives $G=0.99$, and the correction lowers it by about 0.013, which accounts for the tabulated 0.0979 nm.

## Is the cancellation a coincidence?

The activation energies need not be equal. For any rate-dependent quantity, $kT^2\,d/dT$ acts as $D=E_d\,d\,\partial_d+E_c\,c\,\partial_c$. Applied to the two factors of the loss in equation (1), it gives

$$D\frac dr=\frac dr\left[E_d-\frac{E_dd+E_cc}{r}\right]=\frac dr\,(E_d-E_c)\frac cr,$$

$$D(1-e^{-rt_u})=(E_dd+E_cc)\,t_ue^{-q}.$$

The gain gives $D(ct_p)=E_c c\,t_p$. Equating the slopes of gain and loss yields the pulse time that makes the GPC stationary at a chosen temperature:

$$t_p^*=\frac{d}{r\,cE_c}\left[(E_d-E_c)\frac cr(1-e^{-q})+(E_dd+E_cc)t_ue^{-q}\right].$$

It is usable when positive. For equal energies it reduces to $t_p^*=(d/c)\,t_ue^{-q}$, which is equation (2) again. The recipe, as well as the chemistry, can thus create the stationary point.

Keep both rates fixed at $T_0$ and change $E_c$ alone, adjusting $\nu_c$ to compensate. For $E_c=1.45$ eV the formula gives $t_p^*=1.41$ s, and the GPC spread over 480–570 K is 2.6 %. For $E_c=1.65$ eV it gives 1.20 s and 4.1 %. Mismatches of this size do not destroy the plateau.

Nor is near equality of the energies strange if the two rates are comparable and the prefactors do not differ by many orders of magnitude. Dividing the Arrhenius laws gives

$$E_c-E_d=kT\ln\frac{\nu_c\,d}{\nu_d\,c}.$$

At 558 K, $kT=0.048$ eV. With equal rates, a tenfold ratio of prefactors therefore corresponds to an energy difference of only 0.11 eV.

## What exposes the fault

The decisive experiments vary time at fixed temperature. Once the pulse transient is over, $\theta_p=\theta_s$ no longer depends on $t_p$, and differentiating $G$ gives

$$\frac{\partial G}{\partial t_p}=c\theta_s,\qquad
\frac{\partial G}{\partial t_u}=-\theta_p\,d\,e^{-q}. \tag{3}$$

Within the model, the first slope detects decomposition and the second detects desorption. In a real reactor, slow saturation can also give a positive pulse slope, and overlap of precursor and co-reactant a negative purge slope, so a nonzero slope shows a fault without by itself naming it. At 570 K they are $+0.0137$ and $-0.0022$ nm per cycle per second. Doubling the pulse adds $0.0137\times1.3=0.018$ nm, which is 18 % of the original GPC. Doubling the purge instead lowers the GPC by 7 %.

The place of the test matters. At 500 K the same two doublings change the GPC by $+0.2$ % and $-0.4$ %. Growth there really is close to ideal. The error lies in carrying that verdict along the plateau to its hot end.

Three further traps follow from the equations. First, raising the precursor pressure is no substitute for lengthening the pulse. In the fast-adsorption limit $a$ has dropped out of equation (1), so growth appears saturated with respect to pressure while it still increases with time. Second, the purge slope also vanishes when $q\gg1$, because no adsorbate is left to desorb. A flat purge curve must therefore be read together with the pulse curve. Third, decomposition in the purge leaves the thickness unchanged, so if the pulse is much shorter than the purge, doubling the pulse may add little film even though much of the adsorbate decomposes. The pulse should then be lengthened by a time comparable with the purge, which adds about $ct_u$ layers when adsorption is fast.

Changing the pulse also tilts the plateau. With the purge held at 5 s, the ratio of the GPC at 570 K to that at 480 K is 0.89 for a pulse of 0.65 s, 0.98 for 1.3 s and 1.16 for 2.6 s. The apparent temperature window belongs partly to the recipe.

## The converse also fails

A plateau is not necessary for ideal growth either. Set $c=d=0$ and let the density of reactive sites be $N(T)$, with value $N_0$ where a full layer has thickness $g_0$. A long pulse fills every site, so

$$\mathrm{GPC}=g_0\frac{N(T)}{N_0}.$$

Both slopes in equation (3) vanish, and all adsorbate stays intact. The GPC nevertheless follows $N(T)$. Such a process is self-limiting at each temperature, with a limit that depends on temperature.

## The model beside the real process

For the hafnium process, about 0.1 nm per cycle and growth at some 500–600 K are realistic rough figures, and decomposition of the precursor is a known concern towards the upper end. The energies, prefactors and sticking probability are illustrative. They were chosen to bring $q$ near one at about 570 K (297 °C), and the calculation does not show that any particular reactor has this fault. Real decomposition may also leave ligand fragments, block sites or yield film of another density, all of which the model excludes. The real precursor also binds largely by ligand exchange with surface hydroxyls, releasing amine, so reversible desorption of an intact molecule is an idealization.

Of the three neglected effects that were sized, a changing site density matters most at the sizes taken here. If it falls by a rough 0.1 % per K from 480 K, with the rates per site held fixed, the GPC spread grows from 3.4 to 12 %. Retuning the pulse to 2.2 s with the purge held at 5 s reduces this only to 6 %. A purge of 1 s with a pulse of 1.2 s gives 4.6 %, and there the gain by decomposition mainly offsets the loss of sites rather than desorption. A Gaussian spread of 0.03 eV in site energies, shifting both barriers together, gives 3.8 %. A precursor tail decaying in the purge with a time constant of 0.1 s gives 2.7 %, slightly flatter than the original curve. The false plateau thus tolerates the last two effects at these sizes, but the margin is narrow: at the same pulse and purge, a tail of 0.3 s gives 11 % and an energy spread of 0.06 eV about 16 %. With a falling site density it survives only in poorer form and with a different recipe.

A flat GPC curve constrains the sum of the gains and losses. Equation (3) separates them, and that separation, made at the hottest temperature claimed for the window, is the evidence that the plateau alone cannot supply. Faults that grow on cooling, such as condensation or incomplete reaction, lie outside this model and need the same tests at the cold end.

## Computed results

```
Full layer: 0.10 nm; sites: 2.78e+14 cm^-2
Precursor: 0.1 Torr; sticking: 0.001
Oxide density: 9.7 g/cm3; mass: 210.49 g/mol
Precursor molar mass: 410.9 g/mol
Activation energy, both channels: 1.55 eV
Prefactors desorption, decomposition: 3.0e+12, 7.0e+12 1/s
Pulse, purge: 1.3, 5.0 s
Desorption branching fraction beta: 0.300
Fast limit: q0 = 0.4998; T0 = 557.97 K
Fast-limit dip: 2.70 % of full layer
Fast-limit return: q = 1.0993; T = 571.95 K
Intact fraction at return: 33.3 %
Finite-adsorption growth, nm/cycle:
T/K  total  intact  purge-dec  pulse-dec  no-dec  no-des
480  0.1000  0.0997  0.0002  0.0000  0.0999  0.1000
500  0.0998  0.0988  0.0008  0.0002  0.0996  0.1002
520  0.0994  0.0953  0.0032  0.0008  0.0986  0.1008
540  0.0982  0.0842  0.0110  0.0030  0.0950  0.1029
560  0.0966  0.0568  0.0300  0.0099  0.0844  0.1096
570  0.0979  0.0370  0.0436  0.0173  0.0742  0.1168
Spread (max-min)/mean, 480-570 K: 3.39 %
At 570 K: a=26.15, d=0.0592, c=0.1382 1/s
At 570 K: steady pulse coverage 0.9925
Hot pulse-time slope: 0.01371 nm/cycle/s
Hot purge-time slope: -0.00219 nm/cycle/s
500 K: double pulse +0.22 %, double purge -0.35 %
570 K: double pulse +18.21 %, double purge -7.11 %
Pulse 0.65 s: growth ratio 570 K/480 K = 0.8902
Pulse 1.30 s: growth ratio 570 K/480 K = 0.9791
Pulse 2.60 s: growth ratio 570 K/480 K = 1.1569
Decomposition 1.45 eV, 8.75e+11 1/s: pulse 1.408 s, spread 2.64 %
Decomposition 1.65 eV, 5.60e+13 1/s: pulse 1.205 s, spread 4.05 %
Neglected inputs: site loss 0.1 %/K, energy sigma 0.03 eV, tail 0.1 s
Neglected effect: original spread; retuned pulse; retuned spread
site density falling: 12.02 %; 2.175 s; 6.21 %
site energy spread: 3.78 %; 1.215 s; 3.02 %
precursor tail: 2.66 %; 1.230 s; 2.13 %
```
